# The Voltage That Cancels the Air-Gap Field above an Electret

## The problem

An electret film of thickness $d$ and relative permittivity $\varepsilon_r$ lies on a flat metal backing. The backing is grounded, so its potential is zero. The free upper face of the film carries a permanent charge $\sigma$ per unit area, the same everywhere. Above it is an air gap of width $g$, closed by a flat metal electrode parallel to the film. An external source holds this upper electrode at potential $V$.

(a) Find the value $V_0$ of $V$ for which the electric field in the air gap vanishes.

(b) Does $V_0$ depend on the gap width? What happens if the upper electrode is grounded instead and the source is connected to the backing?

(c) Find the charge on each metal surface, and explain how the vanishing of the gap field can be detected from outside.

(d) Evaluate the voltage and the fields for $d=25$ µm, $\varepsilon_r=2.1$, $\sigma=0.020$ µC/cm² and $g=100$ µm.

**Conventions and assumptions.** The $z$ axis points upward, with the backing at $z=0$, the charged face at $z=d$ and the upper electrode at $z=d+g$. A field is positive when it points upward. The film is a linear dielectric without volume charge or frozen polarization, and air is given the permittivity $\varepsilon_0$. The lateral dimensions are much larger than $d$ and $g$, and we look far from the edges. The charge $\sigma$ stays fixed while $V$ is changed. Contact potentials between the metals are left out at first. Formulas are in SI units.

## Hints

**Hint 1.** Far from the edges nothing depends on the lateral position. What does Gauss's law then say about the field inside a layer that contains no charge?

**Hint 2.** There are two unknown fields, one in the film and one in the gap. One equation comes from the charge on the face $z=d$. The other comes from the potential difference that the source imposes.

**Hint 3.** Solve for the gap field at an arbitrary $V$ before setting it to zero. This shows whether the zero is unique, and it also gives the electrode charges.

**Hint 4.** For a check, start from the end: suppose that the gap field is zero. What is then the potential of the charged face, and what must be the potential of the upper electrode?

## Full solution

### The two equations

By symmetry the field has a $z$ component alone, and this component can depend only on $z$. Inside each layer there is no free charge and the permittivity is constant, so Gauss's law gives $dE/dz=0$. The field is therefore a constant $E_f$ in the film and another constant $E_a$ in the air gap.

Apply Gauss's law to a thin flat box that encloses unit area of the charged face. The displacement leaving through the top is $\varepsilon_0E_a$. The outward normal at the bottom points down, so the displacement leaving there is $-\varepsilon_0\varepsilon_rE_f$. Their sum equals the enclosed free charge:

$$
\varepsilon_0E_a-\varepsilon_0\varepsilon_rE_f=\sigma. \tag{1}
$$

The polarization charge of the film does not appear on the right, because $\varepsilon_r$ already accounts for it.

The potential falls along the direction of the field. Going up from the backing, at potential zero, to the upper electrode, at potential $V$, we have

$$
V=-\int_0^{d+g}E\,dz=-(E_fd+E_ag). \tag{2}
$$

### The gap field at any voltage

Equation (1), solved for the film field, reads

$$
E_f=\frac{\varepsilon_0E_a-\sigma}{\varepsilon_0\varepsilon_r}
=\frac{E_a}{\varepsilon_r}-\frac{\sigma}{\varepsilon_0\varepsilon_r}. \tag{3}
$$

Insert this into (2):

$$
V=-\frac{d}{\varepsilon_r}E_a+\frac{\sigma d}{\varepsilon_0\varepsilon_r}-gE_a .
$$

Collect the two terms with $E_a$ on the left:

$$
\left(g+\frac{d}{\varepsilon_r}\right)E_a=\frac{\sigma d}{\varepsilon_0\varepsilon_r}-V,
$$

and divide by the bracket, which is positive:

$$
E_a=\frac{\sigma d/(\varepsilon_0\varepsilon_r)-V}{g+d/\varepsilon_r}. \tag{4}
$$

The film enters the denominator through $d/\varepsilon_r$, the thickness of an air layer with the same capacitance per area.

### (a) The cancelling voltage

The denominator of (4) is finite and positive, so the gap field vanishes if and only if the numerator does. There is one such voltage:

$$
\boxed{V_0=\frac{\sigma d}{\varepsilon_0\varepsilon_r}} \tag{5}
$$

It has the sign of $\sigma$. A positively charged film needs a positive upper electrode.

The fourth hint gives the same result in two lines. If $E_a=0$, equation (3) gives $E_f=-\sigma/(\varepsilon_0\varepsilon_r)$. The charged face is then at the potential $-E_fd=\sigma d/(\varepsilon_0\varepsilon_r)$. With no field in the gap, the upper electrode must be at this same potential.

The source thus does not remove the field of the electret. It brings the upper electrode to the potential that the charged face has when all its field lines go down to the backing.

### (b) Gap width and reversed connection

The gap width does not appear in (5). Once the face and the electrode are at equal potentials, the distance between them has no effect on the potential difference. A numerical solution of Poisson's equation for the layered structure, with the data of part (d), places the zero of the gap field at 268.91 V for each of the gaps 50, 100 and 400 µm. This agrees with (5).

The gap width does matter for the field when the voltage is not $V_0$. At $V=0$, with both metals grounded, (4) and (5) give

$$
E_a(0)=\frac{V_0}{g+d/\varepsilon_r}. \tag{6}
$$

Two limits are useful. For a wide gap, $g\gg d/\varepsilon_r$, the field approaches $V_0/g$: nearly the whole of $V_0$ lies across the air. For a narrow gap, $g\ll d/\varepsilon_r$, it approaches $V_0\varepsilon_r/d=\sigma/\varepsilon_0$: nearly all field lines of the charge go up to the close electrode. These fields differ greatly, but the same voltage cancels both.

Now ground the upper electrode and put the backing at potential $V_b$. The fields depend only on the potential of the upper electrode relative to the backing, which is now $0-V_b$. Setting this equal to $V_0$ gives $V_b=-V_0$. The sign of the cancelling voltage is therefore meaningful only together with a statement of which electrode is driven.

### (c) Electrode charges and detection of the null

The charge per area on a metal surface equals the displacement leaving it. The lower side of the upper electrode faces down, so its charge is

$$
q_u=-\varepsilon_0E_a=-\frac{\varepsilon_0(V_0-V)}{g+d/\varepsilon_r}. \tag{7}
$$

The backing faces up into the film, so its charge is $q_b=\varepsilon_0\varepsilon_rE_f$. By (1) this equals $\varepsilon_0E_a-\sigma$, and therefore

$$
q_u+q_b=-\sigma .
$$

The two metals together always carry the charge opposite to that of the film; the voltage decides how it is shared. At $V=V_0$ the upper electrode carries none of it, and the backing carries $-\sigma$.

To detect this condition, move the upper electrode while $V$ is held fixed. The derivative of (7) with respect to the gap width is

$$
\frac{dq_u}{dg}=\frac{\varepsilon_0(V_0-V)}{(g+d/\varepsilon_r)^2}. \tag{8}
$$

A change of $g$ therefore drives charge through the external circuit unless $V=V_0$. If the electrode vibrates, an alternating current flows. Its amplitude falls to zero as $V$ approaches $V_0$, and its phase reverses when $V$ passes through that value, because (8) changes sign. The voltage at which the current vanishes can be read without knowing $g$ or the amplitude of the vibration.

### (d) Numbers

The charge density is $0.020$ µC/cm² $=2.0\times10^{-4}$ C/m². Equation (5) gives

$$
V_0=\frac{(2.0\times10^{-4})(25\times10^{-6})}{(8.854\times10^{-12})(2.1)}\ \text{V}\approx 269\ \text{V}.
$$

The equivalent air thickness of the film is $d/\varepsilon_r=25/2.1=11.9$ µm. With both metals grounded, (6) gives

$$
E_a(0)=\frac{268.9\ \text{V}}{(100+11.9)\ \text{µm}}=2.40\ \text{V/µm}=0.0240\ \text{MV/cm}.
$$

The voltage across the gap is then 240 V. Since $V=0$, equation (2) requires $E_fd=-E_ag$, so the film field is $-(100/25)\times0.0240=-0.096$ MV/cm.

At $V=V_0$ the gap field is zero, and the film field is $-V_0/d=-0.108$ MV/cm. Compensation has made the field in the film stronger, by about 12 % of its value at $V=0$. The reason is visible in the charges. At $V=0$ the upper electrode carries $-0.00213$ µC/cm² and the backing $-0.01787$ µC/cm². At $V=V_0$ the backing carries the full $-0.02000$ µC/cm², and all field lines of the surface charge pass through the film.

Widening the gap from 100 to 110 µm at $V=0$ changes the charge on the upper electrode by $+0.000175$ µC/cm²: it becomes less negative, as (8) requires for $V<V_0$. At $V=V_0$ the same movement changes nothing.

If the source is connected with the wrong polarity, $V=-V_0$, the numerator of (4) is $2V_0$. The gap field doubles to 0.0481 MV/cm, and the gap voltage becomes 481 V.

### Does the air or the film break down?

The minimum sparking voltage of air is roughly 330 V. At $V=0$ the gap voltage is

$$
gE_a(0)=V_0\,\frac{g}{g+d/\varepsilon_r}<V_0 .
$$

For these film data it stays below 269 V at every gap width, and hence below the sparking minimum. With the correct polarity, $V$ between 0 and $V_0$ lowers it further. With the wrong polarity, 481 V exceeds the minimum. This does not prove that a spark will occur at 100 µm, since the sparking voltage depends on gap width and pressure. It means that the simple comparison no longer excludes one.

In the film, the field at compensation is about one nineteenth of a rough breakdown field of 2 MV/cm.

### Comparison with real films

The data lie in the regime of a corona-charged fluoropolymer film; they are round, rough typical values and do not describe a particular sample. Four effects left out of (5) can be sized for them, each taken separately with the other quantities held fixed.

- **Depth of the charge.** Some of the charge may sit below the surface. If all of it lay 1 µm deep, the cancelling voltage would be 4.0 % lower, as the first variation shows.
- **Contact potential.** Two different metals have a built-in potential difference $V_c$ that adds to the applied one. The gap field then vanishes at $V+V_c=V_0$, so the reading shifts by $-V_c$. For a magnitude of 0.5 V this is 0.19 % of $V_0$.
- **Temperature.** With a linear expansion coefficient of $10^{-4}$ K⁻¹, a change of 10 K alters $d$, and with it $V_0$, by 0.10 %. Here $\sigma$ and $\varepsilon_r$ are held fixed and the film is taken to expand freely in thickness. A film bonded to the metal is restrained sideways, so its thickness grows more, and its permittivity falls as its density falls. Together these can raise the shift to a few tenths of a percent, still far below the effect of the charge depth.
- **Leakage.** At compensation the film field drives a current density of magnitude $\sigma/(\varepsilon_0\varepsilon_r\rho)$ toward the backing if the film has resistivity $\rho$. If the voltage is readjusted so that the gap field stays zero, the surface charge decays exponentially with the time constant $\varepsilon_0\varepsilon_r\rho$; at a fixed voltage only the initial rate of loss is the same. For $\rho=10^{18}$ Ω cm this is 52 h, and 0.032 % of the charge is lost in a measurement of 60 s. Good fluoropolymer electrets keep their charge far longer than 52 h at room temperature, so this ohmic estimate is pessimistic for them.

For the values assumed here, the charge depth is the largest of these four. Real films also break the assumption of uniform charge. Where $\sigma$ varies slowly over distances much larger than $g$ and $d$, equation (5) holds locally, and a 10 % variation of $\sigma$ means a 10 % variation of the local cancelling voltage. No single voltage then removes the gap field everywhere.

## Variation 1: charge below the surface

*The whole charge $\sigma$ lies in a plane at depth $s$ below the free face. Which voltage cancels the gap field?*

Set $E_a=0$. The free face now carries no free charge, so the displacement is continuous there, and the field in the film just below it is also zero. It remains zero down to the charged plane at $z=d-s$. Gauss's law at that plane, with zero field above and $E_f$ below, gives $-\varepsilon_0\varepsilon_rE_f=\sigma$. This field extends over the distance $d-s$ alone, so the upper electrode must be at

$$
V_0(s)=-E_f(d-s)=\frac{\sigma(d-s)}{\varepsilon_0\varepsilon_r}. \tag{9}
$$

The relative reduction is $s/d$. For $s=1$ µm and $d=25$ µm it is 4.0 %, and the voltage falls from 268.9 V to 258.2 V. For $s=0$ we recover (5). For $s=d$ the charge lies on the backing, its field is completely screened, and no voltage is needed.

The result extends to a volume charge density $\rho_q(z)$. The equations are linear, so the gap field has the form $E_a=A-BV$. The term $A$ is a sum over all charged layers, while $B$ depends only on the geometry and the permittivity. The cancelling voltage $A/B$ is therefore also a sum over layers. A layer at height $z$ has charge $\rho_q\,dz$ per area and, by (9) with $d-s=z$, contributes $z\rho_q\,dz/(\varepsilon_0\varepsilon_r)$. Hence

$$
V_0=\frac{1}{\varepsilon_0\varepsilon_r}\int_0^d z\,\rho_q(z)\,dz .
$$

The measurement yields the first moment of the charge about the backing. It cannot distinguish a smaller charge at the surface from a larger one at some depth. A film with positive and negative layers can even give $V_0=0$ without being free of charge.

## Variation 2: a film charged on one half

*The film and both electrodes are wide, but only the half $x>0$ of the free face carries the charge $\sigma$. The upper electrode is held at the $V_0$ of equation (5). What field remains in the gap?*

Consider first the vertical gap field directly above the edge, $x=0$, and let $E_a(0)$ be the field (6) of a fully charged film with both metals grounded. A fully charged film is the sum of a charged right half and a charged left half. These are mirror images, so at $x=0$ they contribute equally to the vertical field. The right half alone gives $E_a(0)/2$. The voltage $V_0$ alone, without any film charge, gives $-E_a(0)$, because the two must cancel for the fully charged film. The sum is

$$
E_z(x=0)=\tfrac12E_a(0)-E_a(0)=-\tfrac12E_a(0).
$$

The vertical field above the edge thus has half its original strength and the reversed sign. Inside the gap there is also a horizontal component, because the charge lies on one side only; it vanishes at the surface of the upper electrode. Far into the uncharged half there is nothing to compensate, and the field is $-E_a(0)$.

Inside the charged half, write the potential as that of the perfectly compensated film plus a remainder $u(x,z)$. The remainder has no charge as its source for $x>0$ and vanishes on both metals. It is a sum of terms that decay as $e^{-\kappa x}$. By Laplace's equation, each varies as $\sin\kappa z$ in the film and as $\sin\kappa(d+g-z)$ in the gap. Continuity of the potential and of the displacement at $z=d$ requires, for terms that do not vanish there,

$$
\varepsilon_r\cot\kappa d+\cot\kappa g=0 .
$$

The decay length thus depends on $d$, $g$ and $\varepsilon_r$. In the simple case $\varepsilon_r=1$ the condition becomes $\sin\kappa(d+g)=0$, and the slowest term has $\kappa=\pi/(d+g)$.

For the data of part (d), a two-dimensional numerical solution gives the field at the upper electrode in units of $E_a(0)$. It is $-0.500$ above the edge, $-0.061$ at a distance of one gap width inside the charged half, $-0.0042$ at two and $-0.00026$ at three. Here one gap width is 100 µm. From the first to the second gap width the residue falls by a factor of about 15, and from the second to the third by about 16, as expected when one exponential dominates.

For this geometry, a probe that senses only a region at least two gap widths inside the edge sees less than 0.5 % of the uncompensated field. A probe that reaches across the edge also collects charge from the poorly compensated region, and its null shifts away from $V_0$. The values behind both variations are listed in the numerical output.

## Table of computed values

```
film thickness d = 25 um
relative permittivity = 2.1
surface charge = 0.020 uC/cm2
air gap g = 100 um
d/eps_r = 11.90 um
null voltage V0, formula = 268.91 V
null voltage, Poisson, gap 50 um = 268.91 V
null voltage, Poisson, gap 100 um = 268.91 V
null voltage, Poisson, gap 400 um = 268.91 V
gap field at V=0 = 0.0240 MV/cm
gap field at V=-V0 = 0.0481 MV/cm
film field at V=0 = -0.0961 MV/cm
film field at V=V0 = -0.1076 MV/cm
upper electrode charge at V=0 = -0.00213 uC/cm2
backing charge at V=0 = -0.01787 uC/cm2
backing charge at V=V0 = -0.02000 uC/cm2
widened gap for motion test = 110 um
upper charge change on widening, V=0 = 0.000175 uC/cm2
gap voltage at V=0 = 240.3 V
gap voltage at V=-V0 = 480.6 V
rough minimum sparking voltage of air = 330 V
rough film breakdown field = 2 MV/cm
breakdown field / film field at null = 19
assumed charge depth = 1 um
null voltage with buried charge = 258.15 V
shift from charge depth = 4.0 %
assumed contact potential = 0.5 V
shift from contact potential = 0.19 %
assumed expansion coefficient = 1e-04 1/K
assumed temperature change = 10 K
shift from thickness expansion = 0.10 %
assumed film resistivity = 1e+18 ohm cm
ohmic relaxation time = 52 h
assumed measurement time = 60 s
charge lost by leakage in that time = 0.032 %
edge residue / uniform V=0 field, 0 gaps inside = -0.50000
edge residue / uniform V=0 field, 1 gaps inside = -0.06144
edge residue / uniform V=0 field, 2 gaps inside = -0.00418
edge residue / uniform V=0 field, 3 gaps inside = -0.00026
```
